# Polarization energy missing from a finite solvent cluster around an ion: a numerical check

```python
"""
Result under test: an ion of charge q (units of e) at the centre of a solvent
cluster of radius R in vacuum lacks the polarization energy
    omitted(R) = q^2 e^2 / (8 pi eps0 R) * (1 - 1/eps)
relative to unbounded solvent of relative permittivity eps.
Energies are in eV and lengths in angstrom, except in the lattice model, where
lengths are in lattice spacings d and energies in e^2/(4 pi eps0 d).
"""
import numpy as np
from scipy import constants as const
from scipy import fft
from scipy.integrate import quad
from scipy.linalg import solveh_banded

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom


def born_omitted(charge, radius, eps):
    return 0.5 * COULOMB * charge**2 / radius * (1 - 1 / eps)


def poisson_energy(charge, cavity, radius, eps_inside, eps_outside):
    """Half charge times potential at the cavity wall, by finite volumes.

    The medium eps_inside fills cavity < r < radius, eps_outside the rest.
    The potential is set to zero at a very distant sphere.
    """
    inner = np.geomspace(cavity, radius, 1501)
    outer = np.geomspace(radius, 1e6, 6001)
    nodes = np.concatenate([inner, outer[1:]])
    middle = 0.5 * (nodes[1:] + nodes[:-1])
    eps = np.where(middle < radius, eps_inside, eps_outside)
    conductance = eps * middle**2 / np.diff(nodes)
    bands = np.zeros((2, len(conductance)))
    bands[1] = conductance
    bands[1, 1:] += conductance[:-1]
    bands[0, 1:] = -conductance[:-1]
    source = np.zeros(len(conductance))
    source[0] = COULOMB * charge
    potential = solveh_banded(bands, source)
    return 0.5 * charge * potential[0]


# Continuum tests in water
eps_water = 78.0
eps_optical = 1.8
cavity_radius = 2.0
R_main = 10.0
main_value = born_omitted(1, R_main, eps_water)

for charge, cavity in [(1, 2.0), (1, 3.0), (2, 2.0)]:
    cluster = poisson_energy(charge, cavity, R_main, eps_water, 1.0)
    bulk = poisson_energy(charge, cavity, R_main, eps_water, eps_water)
    expected = born_omitted(charge, R_main, eps_water)
    # distant grounded sphere and grid each give relative errors near 1e-5
    assert abs((cluster - bulk) / expected - 1) < 2e-4
    if charge == 1 and cavity == cavity_radius:
        poisson_omitted = cluster - bulk
        vacuum = poisson_energy(charge, cavity, R_main, 1.0, 1.0)
        full_solvation = vacuum - bulk
        omitted_fraction = poisson_omitted / full_solvation
assert abs(omitted_fraction - cavity_radius / R_main) < 1e-4


def shell_energy_loss(r_metre):
    """Field energy per radial length: vacuum minus solvent, in J/m."""
    displacement = const.e / (4 * np.pi * r_metre**2)
    density = displacement**2 / (2 * const.epsilon_0)
    return density * (1 - 1 / eps_water) * 4 * np.pi * r_metre**2


# r = R/t maps the exterior onto 0 < t < 1
R_metre = R_main * 1e-10
field_integral = quad(
    lambda t: shell_energy_loss(R_metre / t) * R_metre / t**2, 0, 1
)[0] / const.e
assert abs(field_integral / main_value - 1) < 1e-8

optical_cluster = poisson_energy(1, 2.0, R_main, eps_optical, 1.0)
optical_bulk = poisson_energy(1, 2.0, R_main, eps_optical, eps_optical)
optical_value = born_omitted(1, R_main, eps_optical)
assert abs((optical_cluster - optical_bulk) / optical_value - 1) < 2e-4

# Microscopic test: ion in a lattice of interacting polarizable points
eps_lattice = 2.0
polarizability = 3 / (4 * np.pi) * (eps_lattice - 1) / (eps_lattice + 2)
L = 54  # large enough that periodic images of the clusters never interact
axis = np.rint(np.fft.fftfreq(L) * L)
xyz = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
dist = np.sqrt((xyz**2).sum(axis=0))
safe_dist = np.where(dist > 0, dist, 1.0)
ion_field = xyz / safe_dist**3
kernel = np.empty((3, 3, L, L, L // 2 + 1), dtype=complex)
for i in range(3):
    for j in range(3):
        tensor = 3 * xyz[i] * xyz[j] / safe_dist**5
        if i == j:
            tensor = tensor - (dist > 0) / safe_dist**3
        kernel[i, j] = fft.rfftn(tensor)


def lattice_energy(cut_radius):
    """Self-consistent induced energy and number of polarizable points."""
    occupied = (dist > 0) & (dist <= cut_radius + 1e-9)
    bare = polarizability * ion_field * occupied
    dipoles = bare.copy()
    for _ in range(60):
        transformed = fft.rfftn(dipoles, axes=(1, 2, 3))
        field_k = np.array([
            sum(kernel[i, j] * transformed[j] for j in range(3))
            for i in range(3)
        ])
        field = fft.irfftn(field_k, s=(L, L, L), axes=(1, 2, 3))
        updated = bare + polarizability * field * occupied
        change = np.abs(updated - dipoles).max()
        dipoles = updated
        if change < 1e-7:
            break
    assert change < 1e-7
    return -0.5 * np.sum(dipoles * ion_field), int(occupied.sum())


lattice_results = [lattice_energy(r) for r in (5, 6, 7, 8, 9, 11, 13)]
energies = np.array([item[0] for item in lattice_results])
counts = np.array([item[1] for item in lattice_results])
# sphere with the volume of all sites, including the one held by the ion
eff_radius = (3 * (counts + 1) / (4 * np.pi)) ** (1 / 3)


def fit_power(power):
    coeff = np.polyfit(eff_radius**(-power), energies, 1)
    residual = energies - np.polyval(coeff, eff_radius**(-power))
    return coeff, np.sqrt(np.mean(residual**2))


(slope, limit), rms_1 = fit_power(1.0)
rms_2 = fit_power(2.0)[1]
rms_3 = fit_power(3.0)[1]
slope_born = 0.5 * (1 - 1 / eps_lattice)
corrected = energies - slope_born / eff_radius
raw_spread = np.ptp(energies)
corrected_spread = np.ptp(corrected)
# stepped cluster surfaces shift the effective radius by a small part of d
assert abs(slope / slope_born - 1) < 0.06
assert rms_1 < rms_2 < rms_3
assert corrected_spread < 0.1 * raw_spread

# Worked example: cluster sizes in water
mass_density = 1.0  # g/cm^3
molar_mass = 18.015  # g/mol
number_density = mass_density / molar_mass * const.N_A * 1e-24


def molecules(radius):
    return 4 * np.pi / 3 * number_density * radius**3


target = 0.05
R_target = 0.5 * COULOMB * (1 - 1 / eps_water) / target
check_cluster = poisson_energy(1, 2.0, R_target, eps_water, 1.0)
check_bulk = poisson_energy(1, 2.0, R_target, eps_water, eps_water)
assert abs((check_cluster - check_bulk) / target - 1) < 1e-3
size_factor = molecules(2 * R_main) / molecules(R_main)

print(f"e^2/(4 pi eps0) = {COULOMB:.4f} eV angstrom")
print(f"input: static permittivity of water = {eps_water:.0f}")
print(f"input: optical permittivity of water = {eps_optical:.1f}")
print(f"input: cavity radius = {cavity_radius:.1f} angstrom")
print(f"input: density = {mass_density:.1f} g/cm^3")
print(f"input: molar mass = {molar_mass:.3f} g/mol")
print(f"number density = {number_density:.5f} molecules/angstrom^3")
print(f"factor 1 - 1/eps, static = {1 - 1 / eps_water:.4f}")
print(f"omitted at 10 angstrom, Born = {main_value:.4f} eV")
print(f"omitted at 10 angstrom, Poisson = {poisson_omitted:.4f} eV")
print(f"omitted at 10 angstrom, field integral = {field_integral:.4f} eV")
print(f"same in kJ/mol = {main_value * const.e * const.N_A / 1e3:.1f}")
print(f"full solvation energy gain, Poisson = {full_solvation:.3f} eV")
print(f"omitted fraction at 10 angstrom = {omitted_fraction:.4f}")
print(f"omitted, optical permittivity = {optical_value:.3f} eV")
print(f"omitted, charge 2 = {born_omitted(2, R_main, eps_water):.3f} eV")
step_error = born_omitted(2, R_main, eps_water) - main_value
print(f"error of the step from +1 to +2 = {step_error:.3f} eV")
print("R (angstrom), omitted energy (eV), water molecules:")
for R in (5, 10, 20, 40, 80):
    print(f"  {R:3d}  {born_omitted(1, R, eps_water):.4f}"
          f"  {molecules(R):.0f}")
print(f"target error = {target:.2f} eV")
print(f"radius for target = {R_target:.1f} angstrom")
print(f"molecules for target = {molecules(R_target):.3g}")
print(f"molecule factor on doubling R = {size_factor:.0f}")
print(f"cubic-scaling cost factor = {size_factor**3:.0f}")
print(f"lattice model: permittivity = {eps_lattice:.1f}")
print(f"lattice polarizability/(4 pi eps0) = {polarizability:.5f} d^3")
print("lattice: points, R/d, energy, Born-corrected energy")
print("  (energies in e^2/(4 pi eps0 d)):")
for n, r, e, c in zip(counts, eff_radius, energies, corrected):
    print(f"  {n:5d}  {r:.3f}  {e:.5f}  {c:.5f}")
print(f"lattice slope against d/R, fitted = {slope:.4f}")
print(f"lattice slope against d/R, Born = {slope_born:.4f}")
print(f"lattice limit of large R, fitted = {limit:.5f}")
print(f"rms misfit of 1/R law = {rms_1:.2e} e^2/(4 pi eps0 d)")
print(f"rms misfit of 1/R^2 law = {rms_2:.2e} e^2/(4 pi eps0 d)")
print(f"rms misfit of 1/R^3 law = {rms_3:.2e} e^2/(4 pi eps0 d)")
print(f"spread, raw = {raw_spread:.5f} e^2/(4 pi eps0 d)")
print(f"spread, corrected = {corrected_spread:.5f} e^2/(4 pi eps0 d)")
print("every check passed")
```

Printed output:

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
input: static permittivity of water = 78
input: optical permittivity of water = 1.8
input: cavity radius = 2.0 angstrom
input: density = 1.0 g/cm^3
input: molar mass = 18.015 g/mol
number density = 0.03343 molecules/angstrom^3
factor 1 - 1/eps, static = 0.9872
omitted at 10 angstrom, Born = 0.7108 eV
omitted at 10 angstrom, Poisson = 0.7107 eV
omitted at 10 angstrom, field integral = 0.7108 eV
same in kJ/mol = 68.6
full solvation energy gain, Poisson = 3.554 eV
omitted fraction at 10 angstrom = 0.2000
omitted, optical permittivity = 0.320 eV
omitted, charge 2 = 2.843 eV
error of the step from +1 to +2 = 2.132 eV
R (angstrom), omitted energy (eV), water molecules:
    5  1.4215  18
   10  0.7108  140
   20  0.3554  1120
   40  0.1777  8962
   80  0.0888  71693
target error = 0.05 eV
radius for target = 142.2 angstrom
molecules for target = 4.02e+05
molecule factor on doubling R = 8
cubic-scaling cost factor = 512
lattice model: permittivity = 2.0
lattice polarizability/(4 pi eps0) = 0.05968 d^3
lattice: points, R/d, energy, Born-corrected energy
  (energies in e^2/(4 pi eps0 d)):
    514  4.972  -0.29876  -0.34904
    924  6.044  -0.30748  -0.34884
   1418  6.971  -0.31291  -0.34877
   2108  7.955  -0.31729  -0.34872
   3070  9.017  -0.32094  -0.34867
   5574  11.000  -0.32589  -0.34862
   9170  12.985  -0.32934  -0.34859
lattice slope against d/R, fitted = 0.2465
lattice slope against d/R, Born = 0.2500
lattice limit of large R, fitted = -0.34829
rms misfit of 1/R law = 2.68e-05 e^2/(4 pi eps0 d)
rms misfit of 1/R^2 law = 1.38e-03 e^2/(4 pi eps0 d)
rms misfit of 1/R^3 law = 2.56e-03 e^2/(4 pi eps0 d)
spread, raw = 0.03058 e^2/(4 pi eps0 d)
spread, corrected = 0.00045 e^2/(4 pi eps0 d)
every check passed
```
